# Why Outer-Electron Spin-Orbit Coupling Grows Roughly as Z², Not Z⁴

Put a single electron in the 2p state around a bare nucleus of charge \(Z\). In atomic units (\(\hbar=m=e=1\), speed of light \(1/\alpha\)), its normalized radial function is

\[
u(r)=\sqrt{\frac{Z^5}{24}}\;r^2e^{-Zr/2},\qquad \int_0^\infty u^2\,dr=1 .
\]

The average of \(1/r^3\) is an elementary integral:

\[
\langle r^{-3}\rangle=\frac{Z^5}{24}\int_0^\infty r\,e^{-Zr}dr=\frac{Z^5}{24}\,\frac1{Z^2}=\frac{Z^3}{24}.
\]

To leading order in relativity, an electron with potential energy \(V(r)\) has the spin-orbit energy

\[
H_{\rm so}=\xi(r)\,\mathbf L\cdot\mathbf S,\qquad \xi(r)=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr}.
\]

Here \(V=-Z/r\), so \(dV/dr=Z/r^2\) and \(\xi=\alpha^2Z/(2r^3)\). The spin-orbit constant \(\zeta=\langle\xi\rangle\) is therefore

\[
\zeta_{2p}=\frac{\alpha^2Z}{2}\cdot\frac{Z^3}{24}=\frac{\alpha^2Z^4}{48}.
\]

One factor of \(Z\) comes from the nuclear field. The other three come from the shrinking of the orbital, whose size is proportional to \(1/Z\).

## The belief and its appeal

The belief is that this fourth power also governs the valence electrons of neutral atoms, so that going down a column of the periodic table multiplies their splitting by the ratio of the \(Z^4\) values.

There is a respectable argument for it. The function \(\xi(r)\) is so concentrated near the nucleus that the coupling must arise there, where screening is weak and even a valence electron feels nearly the full charge \(Z\). The hydrogenic formula then seems to be the right one.

The premise is sound, but the conclusion does not follow. An average depends on the force near the nucleus and also on the probability of being there. In the one-electron ion the whole orbital contracts as \(Z\) grows. The outer orbital of a neutral atom does not contract in this way, because most of it lies where the other electrons have cancelled nearly all the nuclear charge. What must be found is how much of such an orbital reaches the nucleus.

## From the coupling constant to the splitting

With \(j\) the total angular momentum and \(s=1/2\),

\[
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].
\]

For \(j=l+\tfrac12\), \(j(j+1)=l^2+2l+\tfrac34\), which gives \(l/2\). For \(j=l-\tfrac12\), \(j(j+1)=l^2-\tfrac14\), which gives \(-(l+1)/2\). The splitting is the difference times \(\zeta\):

\[
\Delta=\left(l+\tfrac12\right)\zeta ,
\]

or \(\tfrac32\zeta\) for a p shell. We take \(l\ge1\) throughout, since an s level has no such splitting.

## The shape of the orbital near the nucleus

Treat the electron as moving in a central mean field \(V(r)\). Its radial function obeys

\[
u''=\left[\frac{l(l+1)}{r^2}+2(V-E)\right]u .
\]

At distances of order \(1/Z\) the attraction \(Z/r\) is of order \(Z^2\). The valence energy \(E\) is negligible beside it, and so, for large \(Z\), is the nearly constant repulsion of the other electrons. To leading order,

\[
u''=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}\right]u .
\]

Set \(u=\sqrt r\,f(x)\) with \(x=\sqrt{8Zr}\). Since \(dx/dr=x/(2r)\), two differentiations give

\[
u'=\tfrac12r^{-1/2}(f+xf'),\qquad
u''=\tfrac14r^{-3/2}\left(x^2f''+xf'-f\right),
\]

where primes on \(f\) mean \(d/dx\). The right-hand side of the radial equation is \(\tfrac14r^{-3/2}[4l(l+1)-x^2]f\). Because \(1+4l(l+1)=(2l+1)^2\), we obtain Bessel's equation,

\[
x^2f''+xf'+(x^2-\nu^2)f=0,\qquad \nu=2l+1 .
\]

The solution that is regular at the nucleus is

\[
u=A\sqrt r\,J_\nu\!\left(\sqrt{8Zr}\right).
\]

The shape is now known. The amplitude \(A\) is fixed by normalization, which involves the whole orbital.

## The amplitude is set by the period

Away from the turning points, use the semiclassical form

\[
u=\frac{C}{\sqrt p}\sin\phi,\qquad p=\sqrt{2(E-V)-\frac{(l+\frac12)^2}{r^2}} .
\]

Replacing \(\sin^2\phi\) by its mean \(\tfrac12\), normalization requires

\[
\frac{C^2}{2}\int\frac{dr}{p}=1,
\]

with the integral running between the turning points. The quantization condition is \(\int p\,dr=\pi(n_r+\tfrac12)\), where \(n_r=n-l-1\) is the number of radial nodes. Differentiate it with respect to \(E\). The moving end points contribute nothing, since \(p=0\) there, and \(\partial p/\partial E=1/p\). Hence

\[
\int\frac{dr}{p}=\pi\frac{dn}{dE},\qquad C^2=\frac2\pi\,\frac{dE}{dn}.
\]

A full radial oscillation takes the time \(T=2\int dr/p\), so \(dE/dn=2\pi/T\). This is the semiclassical level spacing at the electron's own energy.

Now match the two forms where \(r\) is well above \(1/Z\) but screening is still weak. At large \(x\), \(J_\nu\) oscillates with squared amplitude \(2/(\pi x)\), so the squared amplitude of the inner form is

\[
A^2r\,\frac{2}{\pi\sqrt{8Zr}}=\frac{A^2}{\pi}\sqrt{\frac{r}{2Z}} .
\]

In the same region \(p\approx\sqrt{2Z/r}\), so the semiclassical form has squared amplitude \(C^2/p=C^2\sqrt{r/(2Z)}\). Equating the two,

\[
A^2=\pi C^2=2\,\frac{dE}{dn}.
\]

No explicit power of \(Z\) remains. The nuclear charge affects \(A\) only through the spacing, that is, through the period.

## The average of \(1/r^3\)

With \(r=x^2/(8Z)\) and \(dr=x\,dx/(4Z)\),

\[
\langle r^{-3}\rangle=A^2\int_0^\infty\frac{J_\nu^2}{r^2}\,dr=16ZA^2I_3,\qquad I_k=\int_0^\infty\frac{J_\nu^2}{x^k}\,dx .
\]

Extending the upper limit to infinity is harmless at leading order, since the integrand of \(I_3\) falls as \(x^{-4}\).

To find \(I_3\), write Bessel's equation as \(x(xf')'+(x^2-\nu^2)f=0\) with \(f=J_\nu\), and let \(K=\int_0^\infty f'^2/x\,dx\). Multiply the equation by \(2f'/x^2\) and integrate by parts. The boundary terms vanish because \(\nu\ge3\), and

\[
2K=2\nu^2I_3 .
\]

Next multiply by \(f/x^3\) and integrate. The first term becomes \(-K+2\int ff'/x^2\,dx=-K+2I_3\), so

\[
-K+2I_3+I_1-\nu^2I_3=0 .
\]

Inserting \(K=\nu^2I_3\) gives \(I_3=I_1/[2(\nu^2-1)]\).

For \(I_1\), take the equations for orders \(\mu\) and \(\nu\), multiply each by the other function, subtract, divide by \(x\) and integrate:

\[
(\mu^2-\nu^2)\int_0^\infty\frac{J_\mu J_\nu}{x}dx=\Big[x(J_\mu'J_\nu-J_\mu J_\nu')\Big]_0^\infty=\frac2\pi\sin\frac{(\mu-\nu)\pi}{2}.
\]

The last step uses \(J_\nu\to\sqrt{2/(\pi x)}\cos(x-\nu\pi/2-\pi/4)\). Letting \(\mu\to\nu\) gives \(I_1=1/(2\nu)\), and therefore

\[
I_3=\frac{1}{4\nu(\nu^2-1)}=\frac{1}{32\,l(l+\frac12)(l+1)},
\]

since \(\nu=2(l+\tfrac12)\) and \(\nu^2-1=4l(l+1)\). With \(A^2=2\,dE/dn\),

\[
\langle r^{-3}\rangle\approx\frac{Z\,(dE/dn)}{l(l+\frac12)(l+1)} .
\]

Multiplying by \(\alpha^2Z/2\) gives the spin-orbit constant:

\[
\boxed{\;\zeta\approx\frac{\alpha^2Z^2}{2\,l(l+\frac12)(l+1)}\,\frac{dE}{dn}\;}
\]

## Two squares with different origins

For a one-electron ion \(E=-Z^2/(2n^2)\), so \(dE/dn=Z^2/n^3\) and \(\zeta\propto Z^4\) at fixed \(n\). For 2p the formula returns \(\alpha^2Z^4/48\), the value found at the start.

The fourth power is thus a product of two squares. One belongs to the neighbourhood of the nucleus and is present for any electron that penetrates there. The other belongs to the period of the motion. A deep inner electron moves entirely in a strong nuclear field, and its period shortens roughly as \(1/Z^2\). An outer electron passes quickly through the core and spends most of its period outside, where the net charge it sees is of order 1: close to 1 for excited levels, somewhat larger for the lowest outer level. Its spacing stays of ordinary valence size, and one square is left.

The probability of being near the nucleus shows the same thing. For \(r<5/Z\), where \(x<\sqrt{40}\), the inner solution gives

\[
P=A^2\int_0^{5/Z}rJ_\nu^2\,dr=\frac{1}{16Z^2}\,\frac{dE}{dn}\int_0^{\sqrt{40}}x^3J_\nu^2\,dx .
\]

At given \(dE/dn\) this falls as \(Z^{-2}\), while \(\xi\) at corresponding points grows as \(Z^4\). The product grows as \(Z^2\).

For excited outer levels the spacing has a simple form. Write \(E=-1/(2n^{*2})\), which defines the effective quantum number \(n^*\). A large orbit lies almost wholly in the field of unit charge, so its period is nearly hydrogenic and \(dE/dn\approx1/n^{*3}\). If the core had charge \(Z_c\) instead of 1, the energy would be \(-Z_c^2/(2n^{*2})\) and the spacing \(Z_c^2/n^{*3}\). Then \(\zeta\propto Z^2Z_c^2\), which returns to \(Z^4\) when all the other electrons are stripped away and \(Z_c=Z\).

## A model column of atoms

To put numbers to this, take a screened potential of Green-Sellin-Zachor form,

\[
V=-\frac{1+(Z-1)\Omega}{r},\qquad \Omega=\frac{1}{1+H(e^{r/d}-1)},
\]

with \(d=0.8\) bohr and \(H/d=(Z-1)^{0.4}\) per bohr. It tends to \(-Z/r\) at the nucleus and to \(-1/r\) far away. The charges 13, 31, 49 and 81, with outer levels 3p to 6p, imitate one column of the periodic table. The potential is fixed, not self-consistent, so the results illustrate the scaling and do not predict the splittings of elements.

In the table, "first order" is \(\tfrac32\langle\xi\rangle\) from the numerical orbital, and "formula" is the boxed result with \(dE/dn\) taken from the classical period. All energies are in eV.

| \(Z\) | Level | \(dE/dn\) | First order | Formula |
|---|---|---|---|---|
| 13 | 3p | 9.14 | 0.0200 | 0.0206 |
| 31 | 4p | 24.6 | 0.301 | 0.314 |
| 49 | 5p | 12.5 | 0.415 | 0.398 |
| 81 | 6p | 20.9 | 1.83 | 1.82 |

For \(Z=81\) the arithmetic is short. With \(l=1\), \(l(l+\tfrac12)(l+1)=3\), so \(\Delta=\tfrac32\zeta=\tfrac14(\alpha Z)^2\,dE/dn\). Here \(\alpha Z=0.0072974\times81=0.591\), and

\[
\Delta\approx\tfrac14(0.591)^2(20.9\ \text{eV})=1.82\ \text{eV}.
\]

The hydrogenic formula with \(n=6\) replaces the spacing by \(Z^2/n^3=6561/216=30.4\) hartree, or 827 eV. It gives a splitting of 72.2 eV, about 40 times too large. The whole excess lies in the spacing: the belief assigns the outer electron a period about 40 times too short.

Now follow the column from \(Z=13\) to \(Z=81\). The factor expected from \(Z^4\) alone is 1507, and from \(Z^2\) it is 38.8. The factor 1507 holds \(n\) fixed. The hydrogenic formula with \(n\) rising from 3 to 6 divides it by \(2^3=8\) and grows 188-fold, from 0.383 eV to 72.2 eV; that formula fails mainly in size, being 19 times too large at \(Z=13\) and 40 times too large at \(Z=81\). The first-order splitting grows by 91.2. The spacing accounts for most of the difference from \(Z^2\), since it rises by \(20.9/9.14=2.29\), and \(38.8\times2.29=89\).

A power law fitted to the four splittings has exponent 2.38. After division by \(dE/dn\) the exponent is 2.03. The trend is not smooth, however. From \(Z=31\) to 49 the splitting grows by a factor of only 1.38, although \(Z^2\) grows by 2.50, because the 5p level of this model is less strongly bound than the 4p level and its spacing is about half as large. This particular irregularity belongs to the model: the measured ground-level splittings of Al, Ga, In and Tl are about 0.014, 0.10, 0.27 and 0.97 eV, and they grow by 2.7 from Ga to In. This is why the rule is "roughly \(Z^2\)", for equal \(l\) and similar binding.

The 2p shells of the same model atoms behave differently. Their first-order splitting (the Dirac value in the same potential is about 30% larger at \(Z=81\)) rises from 0.562 eV to 1671 eV, with a fitted exponent of 4.38. That it exceeds 4 is an effect of screening. The unscreened value \(\alpha^2Z^4/32\) is 1.29 eV at \(Z=13\) and 1949 eV at \(Z=81\), so screening leaves 43% of it in the first case and 86% in the second. As this reduction fades, the exponent falls towards 4: it is 4.52 between the two lightest atoms and 4.19 between the two heaviest.

## Where the rule weakens

**Screening near the nucleus.** For small \(r\) the model gives \(V\approx-Z/r+(Z-1)^{1.4}\). At \(r=1/Z\) the second term is 7% of the first for \(Z=81\), but 19% for \(Z=13\). The formula nevertheless agrees with the first-order splitting within about 5% for all four atoms, which is better than these percentages promise for the lightest one. Errors cancel here. Very close to the nucleus the squared amplitude of the numerical orbital is only about 72% of \(2\,dE/dn\) for \(Z=13\) and 89% for \(Z=81\), while the probability inside \(5/Z\), discussed next, exceeds the leading-order value. The hydrogenic 2p orbital shows the same thing: \(u^2/r^4\to Z^5/24\) at the nucleus, against \(Z^5/18\) from \(A^2=2\,dE/dn\), although the formula for \(\zeta\) is exact there.

The probability inside \(5/Z\) is more sensitive. It falls from 1.0% to 0.036% along the column, which is about 2.4 and 1.4 times the leading-order formula for \(P\), and after division by \(dE/dn\) its exponent is \(-2.27\), not \(-2\). The direction fits the semiclassical form, although the numerical check does not isolate the cause: screening lowers \(p\) near the edge of this region and so raises the squared amplitude \(C^2/p\), and the screening term is relatively largest in the lightest atom. The lower \(p\) also moves the first node outward: the Bessel form vanishes at \(r=5.09/Z\), just beyond the edge of the region, while the numerical orbital has its first node at \(9.4/Z\) for \(Z=13\) and \(6.1/Z\) for \(Z=81\). The coupling itself does arise close in, with at least 95% of \(\zeta\) coming from inside \(5/Z\) in each atom.

**The lowest outer level.** The replacement \(dE/dn\approx1/n^{*3}\) is poor here. For 6p, \(n^*=1.326\) gives 11.7 eV, while the period gives 20.9 eV. The 5% agreement also depends on taking \(dE/dn\) from the period. Estimating it instead from the computed levels, through the slope of \(n^*\) extrapolated from the outer level and the next two, gives 7.37, 19.6, 9.27 and 16.4 eV, and the first-order splitting is then 1.20 to 1.40 times the formula. For the third p level above the outer one, the simple formula \(\zeta\approx\alpha^2Z^2/(6n^{*3})\) agrees with the numerical \(\zeta\) within about 6% in all four atoms.

**Orbitals that do not penetrate.** If a large \(l\) keeps the electron outside the core, it sees \(V\approx-1/r\) throughout. Then \(\zeta\) is that of hydrogen with unit charge, and it does not grow with \(Z\). In the model this holds for the lowest g level to about 0.2%. The condition is strict, because \(\xi\) is so large in the core that a slight penetration counts: the lowest outer f level has \(n^*=4.00\) in all four atoms, yet its \(\zeta\) rises from 1.03 times the hydrogen value at \(Z=13\) to nearly 10 times at \(Z=81\), where the 4f level has sunk into the core and the outer level is the 5f, with one radial node.

**Higher relativistic orders.** The operator \(\xi\,\mathbf L\cdot\mathbf S\) is the leading term in an expansion in \(\alpha Z\), which is 0.59 at \(Z=81\). Solving the radial Dirac equation in the same potential gives an outer splitting of 3.08 eV there, 1.68 times the first-order value. At \(Z=13\) the two differ by about 1%. The fitted exponent of the Dirac splittings is 2.64, and the growth along the column is 152-fold. These figures hold for a fixed potential whose screening does not respond; the measured splitting of thallium is 0.97 eV and the measured growth from aluminium is about 70-fold. In the model, relativity thus steepens the trend appreciably, yet the growth remains about ten times smaller than the factor of 1507 that \(Z^4\) at fixed \(n\) would require. It is not far from the 188-fold growth of the hydrogenic formula with rising \(n\), but that formula's 72.2 eV at \(Z=81\) is still more than 20 times the Dirac splitting.

The numerical check obtains the orbitals by diagonalization and the spacings from the classical period, so the two sides of the comparison share only the potential and the level energy at which the period is evaluated.

## Values computed for the example and the checks

```
Fine-structure constant: 0.0072974
Hartree energy: 27.21139 eV
Screening length d: 0.8 bohr; power: 0.4
L.S eigenvalues, p shell: 0.50, -1.00
Hydrogen amplitude check, A^2/(2 dE/dn): 0.9879
Z = 13, outer level 3p
  energy: -5.248 eV; nstar: 1.610
  dE/dn from period: 9.143 eV; from nstar slope: 7.367 eV
  outer splitting, first order: 0.02003 eV
  outer splitting, derived law: 0.02057 eV
  outer splitting, Dirac: 0.02025 eV
  naive hydrogenic value: 0.3832 eV
  2p splitting, first order: 0.5622 eV
  probability inside 5/Z bohr: 1.021e-02
  share of zeta from inside 5/Z: 0.952
Z = 31, outer level 4p
  energy: -8.788 eV; nstar: 1.244
  dE/dn from period: 24.565 eV; from nstar slope: 19.623 eV
  outer splitting, first order: 0.30094 eV
  outer splitting, derived law: 0.31428 eV
  outer splitting, Dirac: 0.32130 eV
  naive hydrogenic value: 5.2274 eV
  2p splitting, first order: 28.6293 eV
  probability inside 5/Z bohr: 3.554e-03
  share of zeta from inside 5/Z: 0.965
Z = 49, outer level 5p
  energy: -5.739 eV; nstar: 1.540
  dE/dn from period: 12.467 eV; from nstar slope: 9.268 eV
  outer splitting, first order: 0.41471 eV
  outer splitting, derived law: 0.39851 eV
  outer splitting, Dirac: 0.50044 eV
  naive hydrogenic value: 16.7069 eV
  2p splitting, first order: 203.7011 eV
  probability inside 5/Z bohr: 6.854e-04
  share of zeta from inside 5/Z: 0.965
Z = 81, outer level 6p
  energy: -7.732 eV; nstar: 1.326
  dE/dn from period: 20.902 eV; from nstar slope: 16.414 eV
  outer splitting, first order: 1.82771 eV
  outer splitting, derived law: 1.82565 eV
  outer splitting, Dirac: 3.07504 eV
  naive hydrogenic value: 72.1951 eV
  2p splitting, first order: 1671.4740 eV
  probability inside 5/Z bohr: 3.611e-04
  share of zeta from inside 5/Z: 0.965
First order/law, period spacing: 0.974, 0.958, 1.041, 1.001
First order/law, nstar-slope spacing: 1.209, 1.199, 1.400, 1.275
Excited level, zeta/(simple formula): 0.946, 0.945, 1.039, 0.985
Exponent, outer splitting: 2.38
Exponent, outer splitting/(dE/dn): 2.03
Exponent, outer splitting, Dirac: 2.64
Exponent, 2p splitting, all Z: 4.38
Exponent, 2p, Z 13 to 31: 4.52
Exponent, 2p, Z 49 to 81: 4.19
Exponent, inner probability/(dE/dn): -2.27
Z 13 to 81: Z^2 factor 38.8, Z^4 factor 1507
Outer splitting factor, first order: 91.2
Outer splitting factor, Dirac: 151.8
```
